# A failing check and its repair

Subject: Kinetic Energy in Continuous Finite Elements: Why the Elementwise Laplacian Fails.

```python
"""Kinetic matrix elements of continuous piecewise polynomials (1D, Rydberg units).

Result under test, for u and v continuous and zero at the mesh ends:
    integral u'v' = -sum_elements integral u v'' - sum_nodes u(x_i) [v'](x_i)
where [v'] is the slope on the right minus the slope on the left of a node.
The elementwise Laplacian alone omits the last sum. T = -d^2/dx^2, h = element
length (bohr), d = step of a second difference, energies in Ry.
A hat is the linear nodal function; a bubble is 4s(1-s), s = local coordinate.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy.linalg import eigh
from scipy.constants import value

gauss_x, gauss_w = np.polynomial.legendre.leggauss(6)


def make_function(nodes, nodal_values, a, b):
    """Linear interpolation plus s(1-s)(a+b*s) in each element."""
    pieces = []
    for e, h in enumerate(np.diff(nodes)):
        s = Polynomial([0.0, 1.0 / h])
        pieces.append(nodal_values[e] * (1 - s) + nodal_values[e + 1] * s
                      + s * (1 - s) * (a[e] + b[e] * s))
    return pieces


def weak(nodes, u, v):
    return sum((p.deriv() * q.deriv()).integ()(h)
               for p, q, h in zip(u, v, np.diff(nodes)))


def elementwise(nodes, u, v):
    return -sum((p * q.deriv(2)).integ()(h)
                for p, q, h in zip(u, v, np.diff(nodes)))


def jump_sum(nodes, u, v):
    total = 0.0
    for i in range(1, len(nodes) - 1):
        h_left = nodes[i] - nodes[i - 1]
        slope_jump = v[i].deriv()(0.0) - v[i - 1].deriv()(h_left)
        total -= u[i](0.0) * slope_jump
    return total


def evaluate(nodes, pieces, x):
    result = np.zeros_like(x)
    element = np.searchsorted(nodes, x, side="right") - 1
    for e, p in enumerate(pieces):
        mask = element == e
        result[mask] = p(x[mask] - nodes[e])
    return result


def second_difference_integrals(nodes, u, v, d):
    """Return -integral u D v and integral (D v)^2, D = second difference."""
    breaks = np.unique(np.concatenate([nodes - d, nodes, nodes + d]))
    half = np.diff(breaks)[:, None] / 2
    mid = ((breaks[1:] + breaks[:-1]) / 2)[:, None]
    x = (mid + half * gauss_x).ravel()
    w = (half * gauss_w).ravel()
    dv = (evaluate(nodes, v, x + d) - 2 * evaluate(nodes, v, x)
          + evaluate(nodes, v, x - d)) / d**2
    return -np.sum(w * evaluate(nodes, u, x) * dv), np.sum(w * dv**2)


# General identity and its meaning as a limit, on an irregular mesh.
rng = np.random.default_rng(4)
mesh = np.array([0.0, 0.4, 1.1, 1.6, 2.5, 3.0])
identity_error = limit_error = 0.0
for trial in range(5):
    functions = []
    for k in range(2):
        vals = np.zeros(6)
        vals[1:-1] = rng.normal(size=4)
        functions.append(make_function(mesh, vals, rng.normal(size=5),
                                       rng.normal(size=5)))
    u, v = functions
    scale = np.sqrt(weak(mesh, u, u) * weak(mesh, v, v))
    exact = weak(mesh, u, v)
    identity_error = max(identity_error, abs(
        exact - elementwise(mesh, u, v) - jump_sum(mesh, u, v)) / scale)
    coarse = second_difference_integrals(mesh, u, v, 2e-3)[0]
    fine = second_difference_integrals(mesh, u, v, 1e-3)[0]
    # Extrapolation removes the error linear in d; the rest is of order d^2.
    limit_error = max(limit_error, abs(2 * fine - coarse - exact) / scale)
assert identity_error < 1e-11
assert limit_error < 1e-3

# Hat matrix on the irregular mesh.
hats = [make_function(mesh, np.eye(6)[i], np.zeros(5), np.zeros(5))
        for i in range(1, 5)]
lengths = np.diff(mesh)
for i in range(4):
    for j in range(4):
        expected = 0.0
        if i == j:
            expected = 1 / lengths[i] + 1 / lengths[i + 1]
        elif abs(i - j) == 1:
            expected = -1 / lengths[max(i, j)]
        assert abs(weak(mesh, hats[i], hats[j]) - expected) < 1e-11
        assert abs(elementwise(mesh, hats[i], hats[j])) < 1e-12

# Individual functions on two equal elements.
h0 = 0.5
pair = np.array([-h0, 0.0, h0])
zero = np.zeros(2)
hat = make_function(pair, [0, 1, 0], zero, zero)
bubble = make_function(pair, [0, 0, 0], [4, 0], zero)
mixed = make_function(pair, [0, 1, 0], [-1.5, -1.5], zero)
hermite = make_function(pair, [0, 1, 0], [-1, 1], [2, -2])
steps = [0.1, 0.01, 0.001]
limits = [second_difference_integrals(pair, hat, hat, d) for d in steps]
for d, (energy, norm) in zip(steps, limits):
    assert abs(energy - (2 / h0 - d / h0**2)) < 1e-7
    assert abs(norm * d * h0**2 / 4 - 1) < 1e-6
assert abs(elementwise(pair, hat, bubble) - 4 / h0) < 1e-11
assert abs(elementwise(pair, bubble, hat)) < 1e-11
assert abs(weak(pair, hat, bubble)) < 1e-11
assert abs(weak(pair, bubble, bubble) - 16 / (3 * h0)) < 1e-11
assert abs(elementwise(pair, bubble, bubble) - 16 / (3 * h0)) < 1e-11
assert abs(elementwise(pair, mixed, mixed) + 1.5 / h0) < 1e-11
assert abs(weak(pair, mixed, mixed) - 3.5 / h0) < 1e-11
assert abs(weak(pair, hermite, hermite) - 12 / (5 * h0)) < 1e-11
assert abs(elementwise(pair, hermite, hermite) - 12 / (5 * h0)) < 1e-11

# Two dimensions: linear hat on an irregular patch of six triangles.
angles = np.array([0.1, 1.0, 2.2, 3.0, 4.3, 5.2])
radii = np.array([1.0, 0.8, 1.3, 0.9, 1.1, 1.2])
ring = np.column_stack([radii * np.cos(angles), radii * np.sin(angles)])
gradients, patch_weak = [], 0.0
for k in range(6):
    corners = np.array([ring[k], ring[(k + 1) % 6]])
    g = np.linalg.solve(corners, [-1.0, -1.0])
    gradients.append(g)
    patch_weak += abs(np.linalg.det(corners)) / 2 * (g @ g)
patch_faces = 0.0
for k in range(6):
    length = np.linalg.norm(ring[k])
    normal = np.array([-ring[k, 1], ring[k, 0]]) / length
    patch_faces -= length / 2 * ((gradients[k] - gradients[k - 1]) @ normal)
assert abs(patch_weak - patch_faces) < 1e-11


def assemble(h, quadratic, box=8.0):
    """Weak kinetic, elementwise kinetic, x^2 potential and overlap matrices."""
    n = int(round(2 * box / h))
    nodes = np.linspace(-box, box, n + 1)
    s, w = (gauss_x + 1) / 2, gauss_w * h / 2
    shape = np.array([1 - s, s, 4 * s * (1 - s)])
    slope = np.array([-np.ones(6), np.ones(6), 4 - 8 * s]) / h
    curvature = np.array([np.zeros(6), np.zeros(6), -8 * np.ones(6)]) / h**2
    count = 3 if quadratic else 2
    shape, slope, curvature = shape[:count], slope[:count], curvature[:count]
    size = 2 * n + 1 if quadratic else n + 1
    matrices = np.zeros((4, size, size))
    for e in range(n):
        index = [e, e + 1, n + 1 + e][:count]
        x = nodes[e] + h * s
        block = np.ix_(index, index)
        matrices[0][block] += (slope * w) @ slope.T
        matrices[1][block] -= (shape * w) @ curvature.T
        matrices[2][block] += (shape * w * x**2) @ shape.T
        matrices[3][block] += (shape * w) @ shape.T
    keep = [i for i in range(size) if i not in (0, n)]
    return [m[np.ix_(keep, keep)] for m in matrices], nodes


def ground_state(x):
    return np.pi**-0.25 * np.exp(-x**2 / 2)


spacings = [0.5, 0.25, 0.125]
good, bad, kin_weak, kin_element = {}, {}, {}, {}
for quadratic in (False, True):
    for h in spacings:
        (t, l, pot, overlap), nodes = assemble(h, quadratic)
        key = (quadratic, h)
        good[key] = eigh(t + pot, overlap, eigvals_only=True)[0]
        bad[key] = eigh((l + l.T) / 2 + pot, overlap, eigvals_only=True)[0]
        c = ground_state(nodes[1:-1])
        if quadratic:
            middle = (nodes[1:] + nodes[:-1]) / 2
            average = (ground_state(nodes[1:]) + ground_state(nodes[:-1])) / 2
            c = np.concatenate([c, ground_state(middle) - average])
        kin_weak[key] = c @ t @ c
        kin_element[key] = c @ l @ c
        assert good[key] > 1 - 1e-10
        assert bad[key] < 1

ratio_hat = (good[False, 0.25] - 1) / (good[False, 0.125] - 1)
ratio_quad = (good[True, 0.25] - 1) / (good[True, 0.125] - 1)
ratio_bad_hat = bad[False, 0.25] / bad[False, 0.125]
ratio_bad_quad = bad[True, 0.25] / bad[True, 0.125]
assert abs(ratio_hat - 4) < 0.2
assert abs(ratio_quad - 16) < 2
assert abs(ratio_bad_hat - 4) < 1e-4
assert bad[True, 0.5] < 0 and abs(ratio_bad_quad - 4) < 0.3
# Integral of (psi'')^2 by quadrature, for the predicted interpolation defect.
grid = np.linspace(-10, 10, 4001)
psi_curvature = (grid**2 - 1) * ground_state(grid)
curvature_integral = np.sum(psi_curvature**2) * (grid[1] - grid[0])
defect = (kin_element[True, 0.125] - kin_weak[True, 0.125]) / 0.125**2
assert abs(defect / (-curvature_integral / 16) - 1) < 0.03
assert all(abs(kin_element[False, h]) < 1e-12 for h in spacings)
assert abs(kin_weak[True, 0.125] - 0.5) < 1e-5

print(f"identity, largest relative error: {identity_error:.1e}")
print(f"second-difference limit, largest relative error: {limit_error:.1e}")
print(f"Single functions, h = {h0} bohr; kinetic elements in Ry bohr")
print(f"hat-hat: weak {weak(pair, hat, hat):.4f}, "
      f"elementwise {abs(elementwise(pair, hat, hat)):.4f}, "
      f"jump terms {jump_sum(pair, hat, hat):.4f}")
for d, (energy, norm) in zip(steps, limits):
    print(f"d = {d} bohr: -int hat D hat = {energy:.4f} Ry bohr, "
          f"int (D hat)^2 = {norm:.1f} Ry^2 bohr")
print(f"hat-bubble: weak {abs(weak(pair, hat, bubble)):.4f}, "
      f"elementwise {elementwise(pair, hat, bubble):.4f}, "
      f"jump terms {jump_sum(pair, hat, bubble):.4f}")
print(f"bubble-hat: elementwise {abs(elementwise(pair, bubble, hat)):.4f}")
print(f"bubble-bubble: weak {weak(pair, bubble, bubble):.4f}, "
      f"elementwise {elementwise(pair, bubble, bubble):.4f}")
print(f"hat - 3/8 bubbles: weak {weak(pair, mixed, mixed):.4f}, "
      f"elementwise {elementwise(pair, mixed, mixed):.4f}")
print(f"C1 Hermite cubic: weak {weak(pair, hermite, hermite):.4f}, "
      f"elementwise {elementwise(pair, hermite, hermite):.4f}")
print(f"2D patch (Ry bohr^2): weak {patch_weak:.6f}, faces {patch_faces:.6f}")
print("Oscillator V = x^2 Ry (x in bohr), box -8 to 8 bohr, exact E0 = 1 Ry")
for quadratic, name in ((False, "hats"), (True, "quadratics")):
    for h in spacings:
        key = (quadratic, h)
        print(f"{name}, h = {h} bohr: E0 weak {good[key]:.8f} Ry, "
              f"elementwise (symmetrized) {bad[key]:.6f} Ry")
print(f"weak error ratio, h 0.25 to 0.125: hats {ratio_hat:.3f}, "
      f"quadratics {ratio_quad:.3f}")
print(f"elementwise eigenvalue ratio, h 0.25 / 0.125: hats "
      f"{ratio_bad_hat:.4f}, quadratics {ratio_bad_quad:.4f}")
print("Kinetic energy of the interpolated exact ground state (exact 0.5 Ry)")
for quadratic, name in ((False, "hats"), (True, "quadratics")):
    for h in spacings:
        key = (quadratic, h)
        print(f"{name}, h = {h} bohr: weak {kin_weak[key]:.6f} Ry, "
              f"elementwise {abs(kin_element[key]):.6f} Ry")
print(f"integral (psi'')^2 = {curvature_integral:.6f} bohr^-4")
print(f"(elementwise - weak)/h^2, quadratics, h = 0.125: {defect:.6f}, "
      f"predicted {-curvature_integral / 16:.6f} Ry/bohr^2")
rydberg_ev = value("Rydberg constant times hc in eV")
print(f"1 Ry = {rydberg_ev:.6f} eV")
print(f"E0 weak, quadratics, h = 0.125 bohr: "
      f"{good[True, 0.125] * rydberg_ev:.5f} eV")
print("all assertions hold")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 199, in <module>
    assert bad[True, 0.5] < 0 and abs(ratio_bad_quad - 4) < 0.3
                                  ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The ratio for the symmetrized elementwise quadratics was formed upside down. This eigenvalue grows in magnitude as −1/h², so its value at h = 0.25 bohr divided by that at 0.125 bohr tends to 1/4, whereas the test demanded 4. The ratio is now the value at h = 0.125 bohr over that at 0.25 bohr, with the same target 4 and the same tolerance 0.3, and the two elementwise ratios are printed on separate lines with their order stated. No other test or tolerance is changed, and no computed energy or matrix element changes.

Repair:

```diff
@@ -192,6 +192,7 @@
 ratio_hat = (good[False, 0.25] - 1) / (good[False, 0.125] - 1)
 ratio_quad = (good[True, 0.25] - 1) / (good[True, 0.125] - 1)
+# The hat eigenvalue shrinks as h^2; the quadratic one grows as -1/h^2.
 ratio_bad_hat = bad[False, 0.25] / bad[False, 0.125]
-ratio_bad_quad = bad[True, 0.25] / bad[True, 0.125]
+ratio_bad_quad = bad[True, 0.125] / bad[True, 0.25]
 assert abs(ratio_hat - 4) < 0.2
 assert abs(ratio_quad - 16) < 2
@@ -235,6 +236,8 @@
 print(f"weak error ratio, h 0.25 to 0.125: hats {ratio_hat:.3f}, "
       f"quadratics {ratio_quad:.3f}")
-print(f"elementwise eigenvalue ratio, h 0.25 / 0.125: hats "
-      f"{ratio_bad_hat:.4f}, quadratics {ratio_bad_quad:.4f}")
+print(f"elementwise hats, eigenvalue at h = 0.25 over that at 0.125: "
+      f"{ratio_bad_hat:.4f}")
+print(f"elementwise quadratics, eigenvalue at h = 0.125 over that at 0.25: "
+      f"{ratio_bad_quad:.4f}")
 print("Kinetic energy of the interpolated exact ground state (exact 0.5 Ry)")
 for quadratic, name in ((False, "hats"), (True, "quadratics")):
```

Output now:

```
identity, largest relative error: 3.2e-16
second-difference limit, largest relative error: 2.2e-06
Single functions, h = 0.5 bohr; kinetic elements in Ry bohr
hat-hat: weak 4.0000, elementwise 0.0000, jump terms 4.0000
d = 0.1 bohr: -int hat D hat = 3.6000 Ry bohr, int (D hat)^2 = 160.0 Ry^2 bohr
d = 0.01 bohr: -int hat D hat = 3.9600 Ry bohr, int (D hat)^2 = 1600.0 Ry^2 bohr
d = 0.001 bohr: -int hat D hat = 3.9960 Ry bohr, int (D hat)^2 = 16000.0 Ry^2 bohr
hat-bubble: weak 0.0000, elementwise 8.0000, jump terms -8.0000
bubble-hat: elementwise 0.0000
bubble-bubble: weak 10.6667, elementwise 10.6667
hat - 3/8 bubbles: weak 7.0000, elementwise -3.0000
C1 Hermite cubic: weak 4.8000, elementwise 4.8000
2D patch (Ry bohr^2): weak 3.805101, faces 3.805101
Oscillator V = x^2 Ry (x in bohr), box -8 to 8 bohr, exact E0 = 1 Ry
hats, h = 0.5 bohr: E0 weak 1.01555921 Ry, elementwise (symmetrized) 0.023569 Ry
hats, h = 0.25 bohr: E0 weak 1.00390192 Ry, elementwise (symmetrized) 0.005892 Ry
hats, h = 0.125 bohr: E0 weak 1.00097629 Ry, elementwise (symmetrized) 0.001473 Ry
quadratics, h = 0.5 bohr: E0 weak 1.00015888 Ry, elementwise (symmetrized) -51.275585 Ry
quadratics, h = 0.25 bohr: E0 weak 1.00001011 Ry, elementwise (symmetrized) -212.250419 Ry
quadratics, h = 0.125 bohr: E0 weak 1.00000063 Ry, elementwise (symmetrized) -856.232436 Ry
weak error ratio, h 0.25 to 0.125: hats 3.997, quadratics 15.927
elementwise hats, eigenvalue at h = 0.25 over that at 0.125: 4.0000
elementwise quadratics, eigenvalue at h = 0.125 over that at 0.25: 4.0341
Kinetic energy of the interpolated exact ground state (exact 0.5 Ry)
hats, h = 0.5 bohr: weak 0.484695 Ry, elementwise 0.000000 Ry
hats, h = 0.25 bohr: weak 0.496114 Ry, elementwise 0.000000 Ry
hats, h = 0.125 bohr: weak 0.499025 Ry, elementwise 0.000000 Ry
quadratics, h = 0.5 bohr: weak 0.499920 Ry, elementwise 0.488502 Ry
quadratics, h = 0.25 bohr: weak 0.499995 Ry, elementwise 0.497084 Ry
quadratics, h = 0.125 bohr: weak 0.500000 Ry, elementwise 0.499268 Ry
integral (psi'')^2 = 0.750000 bohr^-4
(elementwise - weak)/h^2, quadratics, h = 0.125: -0.046799, predicted -0.046875 Ry/bohr^2
1 Ry = 13.605693 eV
E0 weak, quadratics, h = 0.125 bohr: 13.60570 eV
all assertions hold
```
